# The intrinsic reaction coordinate near a saddle and near a minimum, part 2

The intrinsic reaction coordinate (IRC) is the steepest-descent path from a first-order saddle of the potential $V$. With Cartesian coordinates $x$, diagonal mass matrix $M$, $q=M^{1/2}x$, $ds^2=dx^{T}M\,dx$ and $g=\nabla_qV$, it obeys

$$\frac{dq}{dt}=-g(q)\qquad\Longleftrightarrow\qquad M\frac{dx}{dt}=-\nabla_xV. \tag{1}$$

Near a stationary point $q_*$, let $\delta$ be the displacement without rigid motions, $U(\delta)=V(q_*+\delta)$, $W^{ij}=\nabla_q\delta^i\cdot\nabla_q\delta^j$. Then

$$\dot\delta=-H\delta-R(\delta),\qquad R=(\nabla U-H\delta)+(W-1)\nabla U. \tag{4}$$

$H$ and $T_{ijk}$ are second and third $q$-derivatives of $V$; $(T\delta\delta)_i=\sum T_{ijk}\delta_j\delta_k$. $H$ has vibrational eigenvalues $\lambda_1<\lambda_2\le\dots$ (squared frequencies); $v_1$ is the unit eigenvector of $\lambda_1$. Write $\delta=av_1+b$, $b\perp v_1$, $\theta=|b|/|a|$, $P=1-v_1v_1^{T}$, $R_a=v_1\cdot R$, $R_b=PR$; $H_\perp$ is $H$ orthogonal to $v_1$.

**Saddle** ($\lambda_1<0<\lambda_2$). Exactly two branches leave, tangent to $\pm v_1$; each small $a$ fixes one branch point. With $\tau=-t$, $a(0)=a_0$, a branch is the fixed point of

$$a(\tau)=e^{\lambda_1\tau}a_0+\int_0^\tau e^{\lambda_1(\tau-\sigma)}R_a(\delta(\sigma))\,d\sigma,\qquad b(\tau)=-\int_\tau^\infty e^{H_\perp(\tau-\sigma)}R_b(\delta(\sigma))\,d\sigma. \tag{9}$$

In $q$-space (flat metric, $R=g-H\delta$), $b=\tfrac12wa^2+o(a^2)$, with chord angle $|w|d/2$ at distance $d$ and

$$w=-(H-2\lambda_1)^{-1}P\,Tv_1v_1. \tag{10}$$

**Minimum** ($\lambda_1>0$). In a small ball, solutions entering the cone $C_\kappa=\{|b|\le\kappa|a|\}$ stay there and arrive along $\pm v_1$, the softest mode, with $ae^{\lambda_1t}\to a_\infty\ne0$. Almost all curves do. The exceptional set $\mathcal E$ (never entering $C_\kappa$, plus the origin) is a graph $a=a(b)$; its solutions arrive orthogonally to $v_1$, decaying at least as fast as $e^{-\lambda_+t}$, $\lambda_+>\lambda_1$. Distinct points of $\mathcal E$ satisfy

$$|\Delta a|<|\Delta b|/\kappa. \tag{11}$$

The dimensionless test model, also used in section 7 for saddle tangency, is

$$V=(x^2-1)^2+5\left(y-\tfrac12x^2-\tfrac3{10}x\right)^2+\tfrac1{10}z^2\left(1+\tfrac12x\right)+\eta\,z\,x^2(x^2-1), \tag{3}$$

with masses $1,4,1$ for $x,y,z$, saddle at the origin and minimum at $(1,0.8,0)$.

For ammonia, $\rho$ is each hydrogen's distance from the threefold axis and $h$ the nitrogen's height above the hydrogen plane. Section 1 gave arrival slopes $d\rho/dh=-0.32200$ (NH$_3$) and $-0.32891$ (ND$_3$).

## 9. What "generic" means for a single curve

A branch of the IRC is one curve, and a statement about almost all curves does not decide it. It need not even end at a minimum, since it can run to dissociation or to another saddle. If it does end at a nondegenerate minimum, its tail lies either wholly in $\mathcal E$ or wholly off it, and lying in $\mathcal E$ is one scalar condition, $a=a(b)$. The word generic refers to the potential, in the following sense.

Missing $\mathcal E$ is stable. The branch reaches the interior of the cone at finite $t$. A change of $V$ that is small together with its first two derivatives changes the stationary points, the fixed point of (9) and the finite piece of flow continuously, so the branch still enters the cone.

Lying in $\mathcal E$ is unstable. Choose $\kappa$ large and the ball correspondingly small, pick a point $p$ of the tail, and add $c\,\chi(\delta)\,v_1\cdot(\delta-p)$ to $V$, where $\chi\ge0$ is a smooth bump of width $\ell\ll|p|$ around $p$ and $c$ is small. The added gradient is $c[\chi v_1+(v_1\cdot(\delta-p))\nabla\chi]$. On the tail (11) gives $|v_1\cdot(\delta-p)|\lesssim\ell/\kappa$ and $|\nabla\chi|\sim1/\ell$, so the second term is smaller than the first by $1/\kappa$. To first order in $c$ the curve leaves the bump displaced nearly along $v_1$, by a vector in the cone $C_1\subset C_\kappa$. Afterwards $|\delta|$ decreases and the original flow applies. The displaced point and the undisplaced point of $\mathcal E$ violate (11), so the new branch is off $\mathcal E$. An arbitrarily small change of $V$ restores arrival along $v_1$, unless such a change is forbidden.

## 10. Symmetry

Let $S$ be a point-group operation combined with a permutation of identical nuclei of equal mass. It is an orthogonal matrix on $q$ with $V(Sq)=V(q)$, and differentiation gives $g(Sq)=Sg(q)$. Hence $S$ maps solutions of (1) to solutions. If $S$ fixes the saddle, it commutes with $H$ there, and as $\lambda_1$ is nondegenerate $Sv_1=\pm v_1$. An operation with the minus sign exchanges the branches. An operation with the plus sign maps a point of a branch to a point with the same $a$ on a solution tending to the saddle, which by uniqueness is the same point. It fixes the branch point by point near the saddle, then along its whole length by uniqueness of solutions, and it fixes the end point.

Suppose such an $S$ reverses the softest mode $v_1$ of the minimum. Then $a=v_1\cdot\delta=Sv_1\cdot S\delta=-a$, so $a=0$ on the whole tail and the branch lies in $\mathcal E$. The perturbation of section 9 is odd under $S$ and is not an admissible change of a molecular potential. The flow restricted to the linear subspace fixed by all such $S$ again has the form (4), and sections 8 and 9 apply inside it. The corrected statement reads: the IRC generically enters a minimum along the softest of those modes that are invariant under the symmetry operations of the path.

Model (3) at $\eta=0$ has the mirror $z\to-z$. At the minimum $(1,0.8,0)$ the eigenvalues are $0.3$, $0.7505$ and $26.6495$, and the softest mode is along $z$. The computed IRC arrives at $90.00^\circ$ to it and, at distance $10^{-6}$, within $3.4\times10^{-7}$ rad of the second mode (a bound, see section 11). The term in $\eta$ breaks the mirror. It leaves both stationary points in place, because its gradient vanishes at $x=0$, $z=0$ and at $x=1$, $z=0$, and it leaves the saddle Hessian unchanged, being of third order there. At $\eta=0.05$ the eigenvalues are $0.2982$, $0.752$ and $26.6499$, and at distance $10^{-7}$ the computed path is within $1.1\times10^{-7}$ rad of the softest mode. At so small a distance the printed angle contains numerical error and is to be read as a bound only.

## 11. How fast the alignment sets in

The theorem is asymptotic, and the distance at which it becomes visible depends on $\lambda_2/\lambda_1$. Take the two-dimensional potential with unit masses

$$V=\tfrac12\lambda_1x^2+\tfrac12\lambda_2y^2+\beta x^2y+\gamma xy^2,$$

$$\dot x=-\lambda_1x-2\beta xy-\gamma y^2,\qquad\dot y=-\lambda_2y-\beta x^2-2\gamma xy.$$

Off $\mathcal E$, section 8 gives $x=x_\infty e^{-\lambda_1t}(1+o(1))$, and the correction decays exponentially. Put $Y=ye^{\lambda_2t}$, so that $\dot Y=-2\gamma xY-\beta x^2e^{\lambda_2t}$. The integrating factor $I=\exp(2\gamma\int_0^tx\,dt')$ tends to a positive constant $I_\infty$, and

$$\frac{d(IY)}{dt}=-\beta I\,x^2e^{\lambda_2t}=-\beta I_\infty x_\infty^2\,e^{(\lambda_2-2\lambda_1)t}(1+o(1)).$$

For $\lambda_2<2\lambda_1$ the right side is integrable, $Y$ has a limit, and eliminating $t$ gives $y\simeq C|x|^{\lambda_2/\lambda_1}$ with $C$ dependent on the curve. For $C\ne0$ the exponent lies between 1 and 2, the angle falls only as $|x|^{\lambda_2/\lambda_1-1}$, and the curvature $\propto|x|^{\lambda_2/\lambda_1-2}$ diverges at the minimum. For $\lambda_2=2\lambda_1$, $Y=-\beta x_\infty^2t+\text{const}+o(1)$. Dividing by $x^2e^{2\lambda_1t}\to x_\infty^2$ and using $t=-\ln|x|/\lambda_1+\text{const}+o(1)$ gives $y/x^2=(\beta/\lambda_1)\ln|x|+\text{const}+o(1)$. For $\lambda_2>2\lambda_1$ the integral is dominated by its upper limit, $Y\simeq-\beta x_\infty^2e^{(\lambda_2-2\lambda_1)t}/(\lambda_2-2\lambda_1)$, so $y/x^2\to-\beta/(\lambda_2-2\lambda_1)$ for every curve. This is (10) with $T_{xxy}=2\beta$ and $y=wx^2/2$. With $\lambda_1=\beta=\gamma=1$ the integrated curves give the exponent $1.5000$ for $\lambda_2=1.5$, the coefficient $1.0000$ of the logarithm for $\lambda_2=2$, and $y/x^2=-1.0000$ for $\lambda_2=3$.

The last case holds in any dimension for a flat metric with $\lambda_2>2\lambda_1$. From $\dot b=-H_\perp b-R_b$, $b(t)=e^{-H_\perp(t-t_0)}b(t_0)-\int_{t_0}^te^{-H_\perp(t-t')}R_b\,dt'$. Divide by $a(t)^2\simeq a_\infty^2e^{-2\lambda_1t}$. The first term vanishes as $e^{-(\lambda_2-2\lambda_1)t}$, and with $a(t')^2/a(t)^2\to e^{2\lambda_1(t-t')}$ the second tends to $-\tfrac12(H_\perp-2\lambda_1)^{-1}P\,Tv_1v_1$. In the plane $z=0$ of model (3) at $\eta=0$, where the relevant pair of eigenvalues is $0.7505$ and $26.6495$, the path value $2|b|/a^2$ at distance $3\times10^{-4}$ and the formula value $|w|$, twice the magnitude of this limit, are both $0.0705$. The leading angle at distance $10^{-6}$ is then $0.0705\times10^{-6}/2=3.5\times10^{-8}$ rad, ten times less than the $3.4\times10^{-7}$ found. Since the limit is derived above and is already reached at distance $3\times10^{-4}$, the excess is numerical error of the computed path, and the printed angle does not measure the curvature term. The program asserts only that it is below $10^{-4}$ rad.

On $\mathcal E$, $xe^{\lambda_1t}\to0$ because $\lambda_+>\lambda_1$. Integrating $d(xe^{\lambda_1t})/dt=-e^{\lambda_1t}(\gamma y^2+2\beta xy)$ from $t$ to infinity gives $x(t)=\int_0^\infty e^{\lambda_1\sigma}(\gamma y^2+2\beta xy)(t+\sigma)\,d\sigma$. Since $x/y\to0$, the bracket is $y^2(\gamma+o(1))$ and $d\ln|y|/dt\to-\lambda_2$, so $x/y^2\to\alpha=\gamma/(2\lambda_2-\lambda_1)$. If a series $x=\alpha y^2+\alpha_3y^3+\dots$ is assumed, the terms in $y^3$ read $-3\lambda_2\alpha_3=-\lambda_1\alpha_3-2\beta\alpha$, so $\alpha_3/\alpha=2\beta/(3\lambda_2-\lambda_1)$. For $\lambda_2=1.5$ and $y_0=0.01$ the leading value is $5.0000\times10^{-5}$ and the relative correction is $0.02/3.5=0.0057$. Bisection on the sign of $x$ at late $t$ finds $5.0285\times10^{-5}$, which exceeds the leading value by $0.57\%$ of it. The curve from this point is $1.2\times10^{-5}$ rad from the stiff axis at $t=4$, as $\alpha y=0.5\times0.01\,e^{-6}=1.2\times10^{-5}$ predicts. The curve started $10^{-4}$ away in $x$ is $3.1\times10^{-5}$ rad from the soft axis at $t=30$, as the linear estimate $(10^{-2}/10^{-4})e^{-0.5\times30}=3.1\times10^{-5}$ predicts.

A weakly broken symmetry makes the soft amplitude small and the turn late. In model (3) at $\eta=0.05$ the angle to the softest mode is still $1.3$ rad at distance $10^{-1}$ and $0.70$ rad at $10^{-2}$, and falls to $0.039$ rad at $10^{-3}$. The linear flow gives $\theta\propto|a|^{\lambda_2/\lambda_1-1}$ with exponent $0.752/0.2982-1=1.52$. Between the last two distances $|a|$ drops from $10^{-2}\cos0.70=7.6\times10^{-3}$ to $10^{-3}$, which predicts $\tan(0.70)/7.6^{1.52}=0.84/22=0.038$, close to $0.039$. This exponent describes a transient. Here $\lambda_2>2\lambda_1$, so the term of order $a^2$ in $b$ derived above takes over at small enough distance when $w\ne0$, and the angle then falls linearly. A calculation stopped at distance $10^{-1}$ would report arrival nearer to the perpendicular of the softest mode than to the mode.

## 12. Ammonia

The saddle has $D_{3h}$ symmetry. Reflection in the molecular plane reverses the umbrella mode and exchanges the branches, and the operations of $C_{3v}$ preserve it, so by section 10 the IRC lies in the plane of $C_{3v}$ geometries. With hydrogen mass $m$, nitrogen mass $m_N$, $M_t=m_N+3m$ and the centre of mass fixed, the heights are $z_N=3mh/M_t$ and $z_H=-m_Nh/M_t$. Then

$$ds^2=3m\,d\rho^2+\left[m_N\frac{(3m)^2}{M_t^2}+3m\frac{m_N^2}{M_t^2}\right]dh^2=3m\,d\rho^2+\mu\,dh^2,\qquad\mu=\frac{3m\,m_N}{M_t},$$

and $Q_1=\sqrt{3m}\,\rho$, $Q_2=\sqrt\mu\,h$ are Cartesian coordinates in this plane. With $m_N=14.003074$ amu, NH$_3$ has $3m=3.02347$ and $\mu=2.48658$ amu, and ND$_3$ has $6.04231$ and $4.22097$ amu. The path is integrated on a Chebyshev interpolant in $\rho$ and $u=h^2$ of RHF/6-31G* energies (spherical d functions). The modes come independently from analytic twelve-dimensional Hessians, whose six smallest eigenvalues in magnitude are tested to vanish.

The saddle has $\rho=1.86790$ bohr. The minimum has $\rho=1.76086$, $h=0.69908$ and $r_{NH}=1.89456$ bohr, with an HNH angle of $107.20^\circ$. The electronic barrier at this level is $-56.1733253+56.1837135=0.010388\,E_h$, or $6.5$ kcal/mol. Eigenvalues $\lambda$ are in $E_h\,\text{bohr}^{-2}\text{amu}^{-1}$ and wavenumbers are $5140.49\sqrt{|\lambda|}$ cm$^{-1}$. The digits kept below serve the comparison of two computations within one model and do not express accuracy relative to experiment. They are not converged with respect to the basis either. With 6-311G** in place of 6-31G*, the RHF barrier drops from $6.52$ to $5.65$ kcal/mol, the umbrella wavenumbers at the minimum drop to about $1148$ (NH$_3$) and $872$ cm$^{-1}$ (ND$_3$), the imaginary wavenumber of NH$_3$ drops to about $914$ cm$^{-1}$, the slopes of the soft mode become $-0.3168$ and $-0.3228$, and the isotope change of the slope becomes $-0.0060$. All other ammonia values in this text refer to 6-31G*.

At the saddle $V$ is even in $h$, so $H$ is diagonal in $(Q_1,Q_2)$ and $v_1$ points along $Q_2$. The direction of departure is fixed here by symmetry, and the demanding test of tangency is the unsymmetric model of section 7. The rate is not fixed by symmetry. For NH$_3$ the analytic Hessian gives $\lambda_1=-0.036057$, that is $5140.49\times0.18989=976.1$ cm$^{-1}$ imaginary, and the growth rate $\ln10/\Delta t$ of the distance between $10^{-4}$ and $10^{-3}$ amu$^{1/2}$bohr is $0.036057$. As $\lambda_1=V_{hh}/\mu$, ND$_3$ must have $-0.036057\times2.48658/4.22097=-0.021241$, which is the printed eigenvalue and, in magnitude, the printed growth rate.

In (10), $Tv_1v_1$ is invariant under $D_{3h}$, so only its component along the symmetric stretch $Q_1$ survives. With $V=U(\rho,u)$, $V_{hh\rho}=2U_{u\rho}$ at $h=0$, and $T_{221}=2U_{u\rho}/(\mu\sqrt{3m})$. With the stretch eigenvalue $\lambda_s$,

$$w=-\frac{T_{221}}{\lambda_s-2\lambda_1}=-\frac{0.181982}{0.554989+0.072114}=-0.2902\quad(\text{NH}_3),$$

$$w=-\frac{0.075835}{0.277708+0.042482}=-0.2368\quad(\text{ND}_3),$$

in $(\text{amu}^{1/2}\text{bohr})^{-1}$. The integrated paths give $2\,\delta Q_1/Q_2^2=-0.2902$ and $-0.2369$ at distance $0.03$, where corrections of relative order $0.03^2$ enter. The sign says that $\rho$ shrinks as the nitrogen rises. The exit angles at distance $10^{-4}$, $1.5\times10^{-5}$ and $1.2\times10^{-5}$ rad, equal $|w|d/2$ to the two figures printed. At distance $0.5$ from the minimum ($\rho=1.8353$, $h=0.3928$ bohr for NH$_3$), the chord of the path between distances $0.499$ and $0.501$, which stands in for the tangent, lies within $2.5\times10^{-8}$ rad of the full mass-weighted SCF gradient, and for ND$_3$ within $3.6\times10^{-7}$ rad. This tests the interpolant and the absence of symmetry-breaking gradient components. The arc lengths are $1.1234$ and $1.4687$ amu$^{1/2}$bohr.

At the minimum of NH$_3$ the wavenumbers are $1210.7$, $1851.3$ (twice), $3683.8$ and $3816.5$ (twice) cm$^{-1}$. The two nondegenerate modes span the $C_{3v}$ plane, and the softest of all six is one of them, so symmetry does not obstruct the generic result. The distance decays at the rate $0.055473$, equal to $\lambda_1=0.055473$, and $5140.49\times0.23553=1210.7$ cm$^{-1}$. For ND$_3$ both numbers are $0.032031$. In the plane the eigenvalue ratio is $(3683.8/1210.7)^2=9.26>2$, so the angle to the mode falls linearly with distance. It is $0.0160$ rad at distance $0.1$. Linear scaling from there would give about $1.6\times10^{-7}$ rad at $10^{-6}$, whereas $4.2\times10^{-6}$ is found ($1.1\times10^{-6}$ for ND$_3$). The program does not determine the origin of this excess and asserts only that the angle is below $2\times10^{-4}$ rad, so the linear law itself is not tested here.

The ND$_3$ slope of section 1 can now be derived from the NH$_3$ data together with the ND$_3$ eigenvalue $\lambda_1$. Let $K$ be the mass-independent matrix of second derivatives of $V$ in $(\rho,h)$ at the minimum. A mode obeys $K\,(d\rho,dh)^{T}=\lambda\,\mathrm{diag}(3m,\mu)(d\rho,dh)^{T}$, and the first row gives

$$\frac{d\rho}{dh}=-\frac{K_{\rho h}}{K_{\rho\rho}-3m\lambda_1}. \tag{12}$$

The NH$_3$ data determine both constants. The soft mode has $dQ_1/dQ_2=-0.32200\sqrt{3.02347/2.48658}=-0.35507$, so the squared component of its unit vector along $Q_1$ is $0.12607/1.12607=0.11196$, and that of the orthogonal stiff mode is $0.88804$. The stiff eigenvalue is $(3683.8/5140.49)^2=0.51355$. The spectral decomposition of $H$ gives $H_{11}=0.055473\times0.11196+0.51355\times0.88804=0.46226$, so $K_{\rho\rho}=3.02347\times0.46226=1.3976\;E_h/\text{bohr}^2$. With $3m\lambda_1=0.16772$, (12) gives $K_{\rho h}=0.32200\times(1.3976-0.1677)=0.3960\;E_h/\text{bohr}^2$. For ND$_3$, $3m\lambda_1=6.04231\times0.032031=0.19354$, and (12) predicts $-0.3960/(1.3976-0.1935)=-0.3289$, in agreement with $-0.32891$. The change of $-0.0069$ arises because deuteration doubles $3m$ while $\lambda_1$ falls by less than half, from $0.055473$ to $0.032031$, so the denominator of (12) decreases. The program that produced the numbers, and its output, follow this text.

## Computed results

```
MODEL (dimensionless), masses [1. 4. 1.]
release at (0.3,0.4,0): angle to M^-1 grad 1.8e-07 rad, to grad 0.537 rad
curvilinear flow at t=0.5: deviation with G 2.3e-11, with bare masses 0.331
saddle eigenvalues [-3.4765  0.2     2.8765]  branches found 2
 branch at |d|=1e-3: angle to v1 3.08e-04 rad, dy/dx 0.1257
 branch at |d|=1e-3: angle to v1 3.07e-04 rad, dy/dx 0.1253
dy/dx: weighted mode 0.1255, unweighted mode 0.2181
saddle curvature: path 0.6153, formula 0.6153
eta=0 minimum eigenvalues [ 0.3     0.7505 26.6495]
 angle to softest 90.00 deg, to second 3.4e-07 rad
 curvature at minimum: path 0.0705, formula 0.0705
eta=0.05 minimum eigenvalues [ 0.2982  0.752  26.6499]
 angle to softest (rad) at |d|=1e-1,1e-2,1e-3,1e-7: 1.3e+00 7.0e-01 3.9e-02 1.1e-07
 8 random starts at |d|=0.2: largest final angle 2.3e-05 rad
normal form: exponent(l2=1.5) 1.5000, log coeff(l2=2) 1.0000, y/x^2(l2=3) -1.0000
exceptional x0 at y0=0.01, l2=1.5: 5.0285e-05, leading formula 5.0000e-05
 on it: angle to stiff axis 1.2e-05; shifted by 1e-4: angle to soft axis 3.1e-05 rad
AMMONIA RHF/6-31G*, m_N 14.003074 amu; cm^-1 per sqrt(Eh/bohr^2/amu): 5140.49
saddle rho 1.86790 bohr, E -56.1733253 Eh
minimum rho 1.76086, h 0.69908, r_NH 1.89456 bohr, E -56.1837135 Eh
HNH 107.20 deg; barrier 0.010388 Eh = 6.519 kcal/mol
distorted geometry: |grad| 0.695, net force 5e-15, torque 1e-08 a.u.
NH3: m 1.007825 amu, 3m 3.02347, mu 2.48658 amu
 saddle cm^-1 (minus = imaginary): [-976.1 1735.6 1735.6 3829.5 4044.4 4044.4]
 minimum cm^-1: [1210.7 1851.3 1851.3 3683.8 3816.5 3816.5]
 saddle lam1 -0.036057, path growth 0.036057, stretch 0.554989 Eh/bohr^2/amu
 T_hh,rho 0.181982 Eh/(amu^1/2 bohr)^3; exit angle at 1e-4: 1.5e-05 rad
 saddle curvature path -0.2902, formula -0.2902 (amu^1/2 bohr)^-1
 mid path rho 1.8353, h 0.3928 bohr: tangent vs SCF gradient 2.5e-08 rad
 minimum lam1 0.055473, path decay 0.055473 Eh/bohr^2/amu
 entry angle at 0.1: 0.0160, at 1e-6: 4.2e-06 rad
 entry drho/dh path -0.32200, mode -0.32200; arc length 1.1234 amu^1/2 bohr
ND3: m 2.014102 amu, 3m 6.04231, mu 4.22097 amu
 saddle cm^-1 (minus = imaginary): [-749.2 1272.2 1272.2 2708.9 2995.6 2995.6]
 minimum cm^-1: [ 920.  1344.  1344.  2632.1 2809.8 2809.8]
 saddle lam1 -0.021241, path growth 0.021241, stretch 0.277708 Eh/bohr^2/amu
 T_hh,rho 0.075835 Eh/(amu^1/2 bohr)^3; exit angle at 1e-4: 1.2e-05 rad
 saddle curvature path -0.2369, formula -0.2368 (amu^1/2 bohr)^-1
 mid path rho 1.8221, h 0.4670 bohr: tangent vs SCF gradient 3.6e-07 rad
 minimum lam1 0.032031, path decay 0.032031 Eh/bohr^2/amu
 entry angle at 0.1: 0.0141, at 1e-6: 1.1e-06 rad
 entry drho/dh path -0.32891, mode -0.32891; arc length 1.4687 amu^1/2 bohr
isotope change of entry slope -0.00691
```
